# Wagner Number of a Plated Trench: Does Kinetic Resistance Even the Current?: test program

```python
"""
Result under test: current distribution in a plated trench (secondary, Tafel).
A trench of width w and depth H plates on both side walls and on its floor.
kappa: conductivity, B: Tafel slope per decade, b = B/ln(10),
i_avg: current density averaged over walls and floor.
Effective length L = H*(1 + H/w); Wagner number Wa = kappa*b/(i_avg*L).
r = (wall current density at mouth)/(floor current density).
Claims: ln r < 1/Wa, with equality for large Wa, and
  sin(2 delta) = q*w/H,
  q*tan(q+delta) = i_avg*H*(2H+w)/(2*kappa*w*b),
  r = cos(delta)^2/cos(q+delta)^2.
All quantities are in SI units inside the program.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.sparse import diags, kron, csc_matrix
from scipy.sparse.linalg import spsolve

kappa = 50.0
B = 0.12
i_avg = 100.0
H = 0.010
w = 0.002
i0 = 0.1
i_lim = 2000.0
r_goal = 1.1
b = B / np.log(10)


def eff_length(H, w):
    return H * (1 + H / w)


def closed_form(i_avg, H, w, kappa, b):
    """Return r, floor current, mouth current, q, delta."""
    rhs = i_avg * H * (2 * H + w) / (2 * kappa * w * b)

    def shift(q):
        return 0.5 * np.arcsin(q * w / H)

    def residual(q):
        s = q + shift(q)
        return q * np.sin(s) - rhs * np.cos(s)

    q = brentq(residual, 0.0, np.pi / 2, xtol=1e-14)
    d = shift(q)
    scale = kappa * w * b * (q / H) ** 2
    floor = scale / np.cos(d) ** 2
    mouth = scale / np.cos(q + d) ** 2
    return mouth / floor, floor, mouth, q, d


def integrate_slice(tafel_floor, H, w, kappa, b, limit=np.inf):
    """Integrate charge balance from the floor; return average, r, mouth."""
    def current(v):
        t = tafel_floor * np.exp(v)
        return t / (1 + t / limit)

    def rhs(y, s):
        i = current(s[0])
        return [s[1], 2 * i / (kappa * w * b), i]

    i_floor = current(0.0)
    sol = solve_ivp(rhs, (0, H), [0.0, i_floor / (kappa * b), 0.0],
                    method="DOP853", rtol=1e-10, atol=1e-12)
    assert sol.success
    i_mouth = current(sol.y[0, -1])
    average = (2 * sol.y[2, -1] + w * i_floor) / (2 * H + w)
    return average, i_mouth / i_floor, i_mouth


def stiffness_and_mass(n, h):
    main = np.full(n + 1, 2.0)
    main[[0, -1]] = 1.0
    K = diags([-np.ones(n), main, -np.ones(n)], [-1, 0, 1]) / h
    m = np.full(n + 1, h)
    m[[0, -1]] = h / 2
    return K, m


def laplace_2d(i_avg, H, w, kappa, b, nx=20, ny=200):
    """Half trench, Laplace equation with Tafel walls; return r."""
    Kx, mx = stiffness_and_mass(nx, w / 2 / nx)
    Ky, my = stiffness_and_mass(ny, H / ny)
    A = csc_matrix(kron(Ky, diags(mx)) + kron(diags(my), Kx))
    plated = np.zeros((ny + 1, nx + 1))
    plated[:, -1] += my
    plated[0, :] += mx
    plated = plated.ravel()
    source = plated * i_avg / (kappa * b)
    free = ny * (nx + 1)
    Aff = A[:free, :free]
    to_top = np.asarray(A[:free, free:].sum(axis=1)).ravel()

    def solve(U):
        u = np.full(free, U)
        for _ in range(40):
            e = source[:free] * np.exp(u)
            res = Aff @ u + to_top * U + e
            step = spsolve(csc_matrix(Aff + diags(e)), -res)
            u = u + step
            if np.max(np.abs(step)) < 1e-10:
                return np.concatenate([u, np.full(nx + 1, U)])
        raise RuntimeError("Newton iteration did not converge")

    def excess(U):
        return plated @ np.exp(solve(U)) / (H + w / 2) - 1

    U = brentq(excess, 0.0, 3.0, xtol=1e-8)
    u = solve(U)
    floor = mx @ np.exp(u[:nx + 1]) / (w / 2)
    return np.exp(U) / floor


# Kinetic resistance from the decade form of the Tafel law
def overpotential(i):
    return B * np.log10(i / i0)


step = 1e-3 * i_avg
R_kin = (overpotential(i_avg + step) - overpotential(i_avg - step)) / (2 * step)
assert abs(R_kin * i_avg / b - 1) < 1e-5

L = eff_length(H, w)
Wa = kappa * b / (i_avg * L)
Wa_depth = kappa * b / (i_avg * H)
r, i_floor, i_mouth, q, delta = closed_form(i_avg, H, w, kappa, b)

# Closed form against direct integration, several shapes and currents
for depth, width, start in [(H, w, 5.0), (H, w, 50.0), (H, w, 80.0),
                            (0.004, 0.002, 200.0), (0.01, 0.0005, 10.0)]:
    av, ratio, mouth = integrate_slice(start, depth, width, kappa, b)
    c = closed_form(av, depth, width, kappa, b)
    assert abs(c[0] / ratio - 1) < 1e-6
    assert abs(c[1] / start - 1) < 1e-6

# Bound on ln r, and its limit, from direct integration only
for aspect in (2.0, 5.0, 20.0):
    width = H / aspect
    length = eff_length(H, width)
    for x in (1e-3, 0.1, 0.5, 1.0):
        start = x * kappa * b / length
        av, ratio, mouth = integrate_slice(start, H, width, kappa, b)
        product = np.log(ratio) * kappa * b / (av * length)
        assert product < 1
        if x == 1e-3:
            assert product > 0.998

# Two-dimensional potential: agreement, better for a narrower trench
r_2d = laplace_2d(i_avg, H, w, kappa, b)
w_thin = w / 2
i_thin = i_avg * L / eff_length(H, w_thin)
r_thin = closed_form(i_thin, H, w_thin, kappa, b)[0]
r_thin_2d = laplace_2d(i_thin, H, w_thin, kappa, b)
dev, dev_thin = abs(r_2d / r - 1), abs(r_thin_2d / r_thin - 1)
print(f"2D mouth/floor ratio, example trench: {r_2d:.3f}")
print(f"2D deviation from thin-trench result: {100*dev:.2f} %")
print(f"Same Wa, width {w_thin*1e3:.1f} mm: deviation {100*dev_thin:.2f} %")
assert dev < 0.05          # neglected drop across width is a few % of b
assert dev_thin < 0.6 * dev

# Finite limiting current at the same average current
start = brentq(lambda s: integrate_slice(s, H, w, kappa, b, i_lim)[0] - i_avg,
               0.1 * i_avg, 0.9 * i_avg)
av_lim, r_lim, mouth_lim = integrate_slice(start, H, w, kappa, b, i_lim)
assert 1 < r_lim < r

# Larger Tafel slope evens the current
r_half = closed_form(i_avg, H, w, kappa, b / 2)[0]
r_double = closed_form(i_avg, H, w, kappa, 2 * b)[0]
assert r_half > r > r_double > 1

# Requirement for the chosen evenness
Wa_need = 1 / np.log(r_goal)
i_safe = kappa * b / (L * Wa_need)
r_safe = closed_form(i_safe, H, w, kappa, b)[0]
assert r_safe < r_goal
i_even = brentq(lambda i: closed_form(i, H, w, kappa, b)[0] - r_goal,
                0.1 * i_safe, 10 * i_safe)
kappa_even = brentq(lambda s: closed_form(i_avg, H, w, s, b)[0] - r_goal,
                    kappa, 100 * kappa)
assert i_even > i_safe
assert Wa < Wa_need and r > r_goal

print(f"Conductivity: {kappa:.0f} S/m")
print(f"Tafel slope B: {B:.2f} V/decade; b = B/ln 10: {b:.5f} V")
print(f"Average current density: {i_avg:.0f} A/m^2")
print(f"Depth H: {H*1e3:.0f} mm; width w: {w*1e3:.0f} mm")
print(f"Exchange current density: {i0:.1f} A/m^2")
print(f"Kinetic resistance b/i_avg: {b/i_avg:.4e} ohm m^2")
print(f"Ohmic resistance L/kappa: {L/kappa:.4e} ohm m^2")
print(f"Length kappa*b/i_avg: {kappa*b/i_avg*1e3:.2f} mm")
print(f"Effective length L: {L*1e3:.1f} mm")
print(f"Wagner number with L: {Wa:.4f}; 1/Wa: {1/Wa:.4f}")
print(f"Wagner number with depth only: {Wa_depth:.3f}")
print(f"Depth-only number with B wrongly for b: {Wa_depth*B/b:.3f}")
print(f"exp(1/Wa), depth only: {np.exp(1/Wa_depth):.3f}")
print(f"Upper bound exp(1/Wa), with L: {np.exp(1/Wa):.3f}")
print(f"Drop if current were uniform: {i_avg*L/kappa*1e3:.1f} mV")
rhs_value = i_avg * H * (2 * H + w) / (2 * kappa * w * b)
print(f"Right side of equation for q: {rhs_value:.4f}")
print(f"q: {q:.5f} rad; delta: {delta:.5f} rad")
print(f"Floor current density: {i_floor:.2f} A/m^2")
print(f"Mouth current density: {i_mouth:.2f} A/m^2")
print(f"Mouth/floor ratio r: {r:.3f}; floor/mouth: {1/r:.3f}")
print(f"Actual potential drop b ln r: {b*np.log(r)*1e3:.1f} mV")
print(f"r with Tafel slope {B/2:.2f} V/decade: {r_half:.3f}")
print(f"r with Tafel slope {2*B:.2f} V/decade: {r_double:.3f}")
print(f"Limiting current density: {i_lim:.0f} A/m^2")
print(f"r with this limit: {r_lim:.3f}")
print(f"Mouth current with this limit: {mouth_lim:.1f} A/m^2")
print(f"Evenness goal r: {r_goal:.2f}; sufficient Wa: {Wa_need:.2f}")
print(f"Average current from sufficient Wa: {i_safe:.3f} A/m^2")
print(f"r at that current: {r_safe:.4f}")
print(f"Average current for r = goal: {i_even:.3f} A/m^2")
print(f"Conductivity for r = goal at {i_avg:.0f} A/m^2: {kappa_even:.0f} S/m")
print(f"Floor current/exchange current: {i_floor/i0:.0f}")
print(f"Reduced average current/exchange current: {i_even/i0:.1f}")
print("PASS")
```

It prints:

```
2D mouth/floor ratio, example trench: 5.267
2D deviation from thin-trench result: 0.55 %
Same Wa, width 1.0 mm: deviation 0.16 %
Conductivity: 50 S/m
Tafel slope B: 0.12 V/decade; b = B/ln 10: 0.05212 V
Average current density: 100 A/m^2
Depth H: 10 mm; width w: 2 mm
Exchange current density: 0.1 A/m^2
Kinetic resistance b/i_avg: 5.2115e-04 ohm m^2
Ohmic resistance L/kappa: 1.2000e-03 ohm m^2
Length kappa*b/i_avg: 26.06 mm
Effective length L: 60.0 mm
Wagner number with L: 0.4343; 1/Wa: 2.3026
Wagner number with depth only: 2.606
Depth-only number with B wrongly for b: 6.000
exp(1/Wa), depth only: 1.468
Upper bound exp(1/Wa), with L: 10.000
Drop if current were uniform: 120.0 mV
Right side of equation for q: 2.1107
q: 1.01860 rad; delta: 0.10258 rad
Floor current density: 54.64 A/m^2
Mouth current density: 286.25 A/m^2
Mouth/floor ratio r: 5.238; floor/mouth: 0.191
Actual potential drop b ln r: 86.3 mV
r with Tafel slope 0.06 V/decade: 13.618
r with Tafel slope 0.24 V/decade: 2.620
Limiting current density: 2000 A/m^2
r with this limit: 4.798
Mouth current with this limit: 268.5 A/m^2
Evenness goal r: 1.10; sufficient Wa: 10.49
Average current from sufficient Wa: 4.139 A/m^2
r at that current: 1.0984
Average current for r = goal: 4.206 A/m^2
Conductivity for r = goal at 100 A/m^2: 1189 S/m
Floor current/exchange current: 546
Reduced average current/exchange current: 42.1
PASS
```
